# Noise-driven growth of a stressed surface from a flat start

**Question**

I am working on this exercise about a strained film during deposition:

> Solve the linear stressed-surface equation with white deposition noise from a flat start. Show that the height spectrum grows linearly in time at the neutral wavenumber but exponentially for unstable modes.

I know that misfit stress favours roughening and surface energy opposes it, so some wavenumber must be neutral. Three things stop me. If the surface starts flat, what does the instability amplify? How strong is the noise when atoms arrive at random? And my attempt at the spectrum has the growth rate in a denominator, so it seems to fail at the neutral wavenumber. Are all unstable modes exponential from the beginning? I would also like to see numbers for something like a silicon-germanium film.

**Answer**

The noise supplies the roughness that the instability amplifies. I derive the growth rate first, then the noise strength, then the spectrum.

**1. The growth rate**

Take an isotropic film, coherent with a substrate of the same elastic constants, under equal in-plane stresses $\sigma_0=E\varepsilon/(1-\nu)$. Here $E$ is Young's modulus, $\nu$ Poisson's ratio and $\varepsilon$ the misfit strain. The solid fills $z<h$, with $h$ measured from the mean surface, which advances at speed $V$. Consider one wave, $h=h_0\cos kx$ with $k>0$, and keep first order in the slope.

The surface carries no traction. Its normal is $(-h',1)$ to first order, so the stress changes at $z=0$ must satisfy

$$\sigma_{xz}=\sigma_0h'=-\sigma_0kh_0\sin kx,\qquad \sigma_{zz}=0 .$$

Use the Airy function $\phi=-\sigma_0h_0\,z\,e^{kz}\cos kx$. It is $z$ times a harmonic function, hence biharmonic, and it decays into the solid. Its stresses are

$$\sigma_{xz}=-\partial_x\partial_z\phi=-\sigma_0h_0k(1+kz)e^{kz}\sin kx,$$

$$\sigma_{zz}=\partial_x^2\phi=\sigma_0h_0k^2z\,e^{kz}\cos kx,$$

$$\sigma_{xx}=\partial_z^2\phi=-\sigma_0h_0k(2+kz)e^{kz}\cos kx .$$

The first two meet the boundary conditions. The third gives $\delta\sigma_{xx}=-2\sigma_0kh$ at the surface: crests are relaxed and troughs are loaded.

The strain along $y$ cannot change, so $\delta\sigma_{yy}=\nu\,\delta\sigma_{xx}$ at the surface, and

$$\delta\varepsilon_{xx}=\frac{\delta\sigma_{xx}-\nu\,\delta\sigma_{yy}}{E}=\frac{1-\nu^2}{E}\,\delta\sigma_{xx}.$$

The elastic energy density at the surface therefore changes by

$$\delta w=\sigma_0\,\delta\varepsilon_{xx}=-g\,k\,h,\qquad g=\frac{2(1-\nu^2)\sigma_0^2}{E}.$$

To see that $\delta w$ is the elastic chemical potential per volume, look at the second-order energy per area. The layer between $0$ and $h$ contributes $\langle h\,\delta w\rangle$. The energy stored by the perturbation is half the work of its surface load, with $u$ the surface displacement along $x$:

$$\tfrac12\langle\sigma_0h'u\rangle=-\tfrac12\langle\sigma_0h\,u'\rangle=-\tfrac12\langle h\,\delta w\rangle .$$

The second-order strain multiplying $\sigma_0$ averages to zero over a period. The total is $\tfrac12\langle h\,\delta w\rangle=-\tfrac12gk\langle h^2\rangle$, whose derivative with respect to $h$ is $-gkh=\delta w$.

For a surface energy $\gamma$ independent of orientation and strain, the extra energy per area is $\tfrac12\gamma\langle h'^2\rangle$, which contributes $-\gamma h''=\gamma k^2h$. With $\Omega$ the atomic volume, the chemical potential is

$$\mu/\Omega=\text{const}+(\gamma k^2-gk)h .$$

Mobile atoms with areal density $n$ and diffusivity $D$ carry the flux $\mathbf j=-(Dn/k_BT)\nabla\mu$, and volume conservation gives $\partial_th=-\Omega\nabla\cdot\mathbf j$. Hence

$$\partial_th=M\nabla^2(\mu/\Omega),\qquad M=\frac{Dn\Omega^2}{k_BT}.$$

Replacing $\nabla^2$ by $-k^2$ gives $\partial_th_k=r(k)h_k$ with

$$r(k)=M(gk^3-\gamma k^4)=M\gamma k^3(k_c-k),\qquad k_c=\frac{g}{\gamma}=\frac{2(1-\nu^2)\sigma_0^2}{E\gamma}.$$

Modes with $0<k<k_c$ are unstable, $k_c$ is neutral, and shorter waves decay. Setting $3k^2k_c-4k^3=0$ gives the fastest mode, $k=\tfrac34k_c$, with

$$r_{\max}=\left(\tfrac34\right)^3\tfrac14\,M\gamma k_c^4=\tfrac{27}{256}M\gamma k_c^4 .$$

The mode $k=0$ is also neutral, but it is the mean height and is left out.

**2. The strength of the noise**

Define $h_{\mathbf k}=\int h\,e^{-i\mathbf k\cdot\mathbf x}\,d^2x$ over a periodic area $A$, and $S(k,t)=\langle|h_{\mathbf k}|^2\rangle/A$. An atom landing at $\mathbf x_j$ adds $\Omega e^{-i\mathbf k\cdot\mathbf x_j}$ to $h_{\mathbf k}$. Landing sites are independent and uniform, so for $\mathbf k\neq0$ each kick averages to zero and cross terms between different atoms vanish. In a time $dt$ the mean number of arrivals is $AV\,dt/\Omega$, so

$$\langle|dh_{\mathbf k}|^2\rangle=\Omega^2\,\frac{AV\,dt}{\Omega}=A\,N\,dt,\qquad N=\Omega V .$$

This is white noise: $N$ does not depend on $k$. The equation to solve is

$$\frac{dh_{\mathbf k}}{dt}=r\,h_{\mathbf k}+\eta_{\mathbf k}(t),\qquad \langle\eta_{\mathbf k}(t)\,\eta^*_{\mathbf k}(t')\rangle=A\,N\,\delta(t-t').$$

**3. The spectrum**

Multiplying by $e^{-rt}$ turns the left side into a total derivative:

$$\frac{d}{dt}\left(e^{-rt}h_{\mathbf k}\right)=e^{-rt}\eta_{\mathbf k}(t).$$

Integrate from the flat state $h_{\mathbf k}(0)=0$:

$$h_{\mathbf k}(t)=\int_0^te^{r(t-t')}\eta_{\mathbf k}(t')\,dt'.$$

In the average of $|h_{\mathbf k}|^2$ the delta function removes one of the two time integrals. With $u=t-t'$,

$$S(k,t)=N\int_0^te^{2ru}\,du .$$

Your difficulty is settled here, before any division by $r$. At $k_c$ the integrand is 1, so

$$S(k_c,t)=Nt .$$

For $r\neq0$ the integral is

$$S(k,t)=N\,\frac{e^{2rt}-1}{2r},$$

and its limit as $r\to0$ is again $Nt$. The neutral mode performs a random walk: each kick is kept, neither amplified nor forgotten.

**4. When each law holds**

*Early times.* Expanding the exponential gives $S=Nt(1+rt+\dots)$. Every mode starts linearly, including the unstable ones, so the exercise's wording needs a condition on time.

*Unstable modes, $2rt\gg1$.* Here $S\simeq(N/2r)\,e^{2rt}$. The spectrum grows at $2r$ because it is quadratic in the amplitude, which grows at $r$.

*Stable modes, $2|r|t\gg1$.* Here $S\to N/(2|r|)$, where arriving roughness balances smoothing.

*Near $k_c$.* For $k=k_c(1-\delta)$ with small $\delta$, $r\simeq M\gamma k_c^4\delta$. Requiring $rt\lesssim0.1$, which keeps $S$ within about 10% of $Nt$, gives $\delta\lesssim0.1/(M\gamma k_c^4t)$. This window shrinks as $1/t$.

*Very long waves.* For $k\ll k_c$, $r\simeq M\gamma k_ck^3$ is also small. The same criterion gives $k/k_c\lesssim[0.1/(M\gamma k_c^4t)]^{1/3}$, a second nearly linear range, which shrinks as $t^{-1/3}$.

*A start that is not flat.* An initial spectrum $S_0$, uncorrelated with the later noise, adds $S_0e^{2rt}$. At $k_c$ this gives $S_0+Nt$. For an unstable mode at late times, noise from a flat start acts like an initial spectrum $N/2r$.

The noise strength and the time law were tested by simulating random arrivals, with $r(k)$ as given input. The grid had $12\times12$ cells and spanned four neutral wavelengths each way. There were 1500 runs of 300 steps, ending at $t=16/(M\gamma k_c^4)$, with a mean of 0.5 atoms per cell and step. At $k/k_c=0.5,\,0.75,\,1,\,1.25$ the simulated spectrum divided by the formula was 1.004, 0.972, 0.971 and 1.003. At half time the neutral mode gave 0.958. The sampling error is about 2%, so the largest deviation is roughly two standard errors.

**5. Numbers for a silicon-germanium-like film**

I take round values: $E=130$ GPa, $\nu=0.27$, $\varepsilon=2\%$, $\gamma=1$ J/m² (6.242 eV/nm²), $\Omega=0.02$ nm³, $T=900$ K and $V=0.02$ nm/s for 1000 s. Then $\sigma_0=130\times0.02/0.73=3.56$ GPa. Since 1 J/m² equals 1 GPa nm,

$$k_c=\frac{2(1-0.27^2)(3.562)^2}{130\times1}\ \text{nm}^{-1}=0.181\ \text{nm}^{-1}.$$

The neutral wavelength is 34.7 nm and the fastest-growing one 46.3 nm. With $D=10^{-12}$ cm²/s $=100$ nm²/s and $n=6.79$ nm⁻², the density of one full (001) atomic layer (so $D$ is an average over all atoms of that layer),

$$M=\frac{100\times6.786\times(0.02)^2}{0.07756}=3.50\ \text{nm}^6/(\text{eV s}).$$

This gives $M\gamma k_c^4=0.0234$ s⁻¹ and $r_{\max}=2.47\times10^{-3}$ s⁻¹. The fastest mode crosses over from linear to exponential growth around $1/(2r_{\max})=203$ s, though it already exceeds $Nt$ by 10% at about 38 s. The noise strength is $N=0.02\times0.02=4\times10^{-4}$ nm⁴/s. The spectrum in nm⁴ is:

| $t$ (s) | $0.75\,k_c$ | $k_c$ | $1.25\,k_c$ |
|---|---|---|---|
| 125 | 0.069 | 0.050 | 0.0165 |
| 250 | 0.197 | 0.100 | 0.0174 |
| 500 | 0.876 | 0.200 | 0.0175 |
| 1000 | 11.2 | 0.400 | 0.0175 |

Each doubling of time doubles the neutral entry. The unstable entry rises by a factor 2.9 in the first doubling and 12.8 in the last. At 1000 s its exponent is $2r_{\max}t=4.94$, so

$$S=\frac{4\times10^{-4}}{2\times2.469\times10^{-3}}\left(e^{4.938}-1\right)=11.2\ \text{nm}^4 .$$

The stable mode has saturated. By then the 10% window below $k_c$ is only 0.43% wide. Averaging this deposition spectrum over a ring in the $\mathbf k$ plane centred on $k_c$ is more forgiving, because the errors from the two sides partly cancel: a band of ±3% gives about 8% more than $Nt$, but one of ±10% gives about twice $Nt$.

**6. What deposition noise leaves out**

Surface diffusion is itself random. Let atoms hop a distance $a$ along four directions at total rate $4D/a^2$. A hop changes $h_{\mathbf k}$ by $\Omega$ times a phase difference. For $\mathbf k$ along a hop axis and $ka\ll1$, two directions give a squared phase difference $k^2a^2$ and two give zero, so the mean is $k^2a^2/2$. The added noise strength is

$$n\,\frac{4D}{a^2}\,\Omega^2\,\frac{k^2a^2}{2}=2Dn\Omega^2k^2=2k_BTMk^2 .$$

Independent noises add in $S$, so $N$ becomes $N+2k_BTMk^2$ and the time factor is unchanged. The linear and exponential laws survive, but the prefactor changes greatly: in this example thermal noise is 44 times the deposition noise at $k_c$ and 25 times at $0.75k_c$. The table is therefore the deposition part of the spectrum. With both noises the neutral value at 1000 s is $0.400\times45.4\simeq18$ nm⁴.

The roughness of the unstable band follows from

$$h_{\rm rms}^2=\frac1{2\pi}\int_0^{k_c}k\,S\,dk,$$

with an extra factor $k^2$ in the integrand for the squared slope. At 1000 s deposition noise alone gives 0.11 nm, less than one atomic layer (0.136 nm). Both noises give 0.56 nm and an rms slope of 0.08. Stable shorter waves, which thermal noise also excites, are not counted here. The slope of the unstable band is small, as the linear equation requires, but this alone does not prove the equation accurate. With both noises, stable waves down to a wavelength of 0.77 nm, about two atomic spacings, have an rms slope of about 0.26. A continuum surface is doubtful at that scale, and the nonlinear coupling of such waves to the long ones is left out. Continued exponential growth would in any case invalidate the linear equation.

**7. Comparison with a real film**

The parameters are rough values for silicon-germanium on silicon. The diffusivity is a choice and depends strongly on temperature, so the time scale is illustrative. Coherence is doubtful too. The Matthews-Blakeslee estimate, above which misfit dislocations are energetically favoured, is about 4 nm here, while the film grows from 5 to 25 nm. (The flat start at 5 nm is an assumption. Growing those 5 nm at the same speed takes 250 s, longer than the crossover time, and counting them would raise the fastest mode's deposition spectrum about 3.5-fold.) It can stay coherent only if dislocations are slow to form. Since $k_c\propto\sigma_0^2$ and $r_{\max}\propto k_c^4\propto\sigma_0^8$, a uniform 10% loss of stress from the start, all else fixed, multiplies the exponent by $0.9^8=0.43$, from 4.9 to 2.1.

Elastic anisotropy matters too. Changing only the shear constant to a rough cubic value of 80 GPa, for waves along [100], multiplies $k_c$ by 0.87 and lowers the fastest mode's exponent to 2.8. Its deposition spectrum at 1000 s is then $0.4\,(e^{2.802}-1)/2.802\simeq2.2$ nm⁴ instead of 11.2. Waves along [110] are stiffer: the factor on $k_c$ is 0.78 and the exponent 1.8. The constants used are also close to those of silicon, whereas a 2% misfit means roughly half germanium. With $c_{11},c_{12},c_{44}\approx147,56,73$ GPa, the [100] values become $k_c\approx0.14$ nm⁻¹ and an exponent of about 1.8. The surface energy is equally critical: $r_{\max}\propto\gamma^{-3}$, so $\gamma=1.2$ J/m² lowers the isotropic exponent from 4.9 to 2.9.

The traction-free boundary condition leaves out surface stress. A value of 1 J/m² shifts $k_c$ by 3 to 4% and the exponent by about 10%, up or down according to its sign relative to the misfit stress. The model also fixes the alloy composition and omits wetting forces and facets; I have not estimated their effects. The main values are in the numerical output below.

## Values computed for the example and the checks

```
INPUTS (round, rough)
Young modulus 130 GPa, Poisson ratio 0.27
misfit 2.0 %, surface energy 1.0 J/m^2
atomic volume 0.020 nm^3, temperature 900 K
growth speed 0.020 nm/s, duration 1000 s
surface diffusivity 1.0e-12 cm^2/s
initial film thickness 5.0 nm
cubic shear constant for anisotropy 80 GPa
DERIVED
misfit stress 3.562 GPa
surface energy 6.242 eV/nm^2, kT 0.07756 eV
site density 6.786 nm^-2
mobility M 3.500 nm^6/(eV s)
noise strength N 4.00e-04 nm^4/s
neutral wavenumber 0.1809 nm^-1
neutral wavelength 34.73 nm
fastest wavelength 46.30 nm
rate unit M gamma k_c^4 0.02341 s^-1
fastest amplitude rate 2.469e-03 s^-1
crossover time 1/(2r) of fastest mode 202.5 s
rate at 1.25 k_c -1.143e-02 s^-1
saturation at 1.25 k_c 0.01750 nm^4
SPECTRUM in nm^4: t [s], 0.75 k_c, k_c, 1.25 k_c
   125     0.0692   0.0500   0.01649
   250     0.1974   0.1000   0.01744
   500     0.8757   0.2000   0.01750
  1000    11.2195   0.4000   0.01750
exponent 2rt of fastest mode at end 4.938
relative distance below k_c for rt near 0.1: 0.427 %
S/(N t) at that distance 1.1056
TESTS
surface stress change/(s0 k h), isotropic -1.9999
simulated S / formula at k/k_c = 0.5, 0.75, 1, 1.25:
  1.004  0.972  0.971  1.003
neutral mode at half time, S/(N t) 0.958
hop sum / thermal noise formula 0.99960
NEGLECTED EFFECTS
thermal/deposition noise at k_c 44.4
same ratio at 0.75 k_c 25.0
rms height, unstable band, deposition only 0.1114 nm
rms height, unstable band, both noises 0.5593 nm
rms slope, deposition only 0.0149
rms slope, both noises 0.0783
atomic layer height 0.1357 nm
cubic/isotropic neutral wavenumber, [100] wave 0.868
exponent 2rt with cubic elasticity 2.802
final film thickness 25.0 nm
Matthews-Blakeslee thickness 3.65 nm
```
